# Mean-Field Superradiance: The sech² Pulse and Its Random Delay: verification in Python

```python
"""
Collective emission of N fully excited two-level molecules.
Results under test:
  mean-field photon rate  R = Gamma (N+1)^2/4 sech^2((tau - ln N)/2),
  single-run delay (time of photon N/2): mean H_N, variance
  H_N^(2) + 2 H_N/(N+1) in units of tau, and for large N the Gumbel law
  P(delay < tau) = exp(-N exp(-tau)).
Symbols: Gamma = one-molecule rate into the shared channel, t = time,
tau = (N+1) Gamma t, k = number of photons emitted so far,
H_N, H_N^(2) = sums of 1/j and 1/j^2 for j = 1..N.
"""
import numpy as np
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import exp1, gamma as euler_gamma_function


def chain_rates(n):
    """Emission rates from the states k = 0..n, per unit of tau."""
    k = np.arange(n + 1)
    return (n - k) * (k + 1.0) / (n + 1)


def chain_generator(n):
    r = chain_rates(n)
    return np.diag(-r) + np.diag(r[:-1], -1)


def propagate_chain(n, step, count):
    """Photon-number distributions at tau = 0, step, 2 step, ..."""
    squarings = 7
    small = chain_generator(n) * step / 2**squarings
    term = np.eye(n + 1)
    prop = np.eye(n + 1)
    for order in range(1, 15):
        term = term @ small / order
        term[np.abs(term) < 1e-30] = 0.0
        prop += term
    for _ in range(squarings):
        prop = prop @ prop
        prop[np.abs(prop) < 1e-30] = 0.0
    history = np.zeros((count + 1, n + 1))
    history[0, 0] = 1.0
    for i in range(count):
        history[i + 1] = prop @ history[i]
    return history


def averaged_pulse(a):
    """Large-N averaged rate divided by Gamma (N+1)^2, a = N exp(-tau)."""
    return a * ((1 + a) * np.exp(a) * exp1(a) - 1)


def parabolic_peak(x, y):
    i = int(np.argmax(y))
    left, mid, right = y[i - 1], y[i], y[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return x[i] + shift * (x[1] - x[0]), mid - 0.25 * (left - right) * shift


# --- Ladder rates against the master equation of four separate spins ---
n_spin = 4
lower = np.array([[0.0, 0.0], [1.0, 0.0]])      # first basis state excited
S = np.zeros((2**n_spin, 2**n_spin))
for site in range(n_spin):
    S += np.kron(np.kron(np.eye(2**site), lower),
                 np.eye(2**(n_spin - site - 1)))
K = S.T @ S
one = np.eye(2**n_spin)
liouvillian = np.kron(S, S) - 0.5 * (np.kron(K, one) + np.kron(one, K.T))
rho0 = np.zeros((2**n_spin, 2**n_spin))
rho0[0, 0] = 1.0
spin_errors = []
for gt in (0.1, 0.3, 0.8):
    rho = (expm(liouvillian * gt) @ rho0.ravel()).reshape(rho0.shape)
    p = expm(chain_generator(n_spin) * (n_spin + 1) * gt)[:, 0]
    ladder = p @ chain_rates(n_spin) * (n_spin + 1)
    spin_errors.append(abs(np.trace(K @ rho) - ladder))
assert max(spin_errors) < 1e-10

# --- Worked example: round model parameters ---
N = 1000
Gamma = 1.0e6                                   # 1/s
ns = 1e9 / ((N + 1) * Gamma)                    # one unit of tau in ns
logN = np.log(N)

# --- Mean-field equation integrated numerically against sech^2 ---
grid = np.linspace(0, 20, 4001)
sol = solve_ivp(lambda x, k: (N - k) * (k + 1) / (N + 1), (0, 20), [0.0],
                t_eval=grid, rtol=1e-10, atol=1e-9, method="DOP853")
mf_rate = (N - sol.y[0]) * (sol.y[0] + 1)       # units of Gamma
sech2 = (N + 1)**2 / 4 / np.cosh((grid - logN) / 2)**2
assert np.max(np.abs(mf_rate - sech2)) < 1e-6 * (N + 1)**2
mf_delay, mf_peak = parabolic_peak(grid, mf_rate)
assert abs(mf_delay - logN) < 1e-4
top = int(np.argmax(mf_rate))
rise = np.interp(mf_peak / 2, mf_rate[:top], grid[:top])
fall = np.interp(mf_peak / 2, mf_rate[top:][::-1], grid[top:][::-1])
mf_width = fall - rise
assert abs(mf_width - 4 * np.arccosh(np.sqrt(2))) < 1e-4

# --- Full photon-number distribution, two sizes ---
step, count = 0.05, 600
tau = step * np.arange(count + 1)
pulse_error, law_error = {}, {}
for n in (100, N):
    hist = propagate_chain(n, step, count)
    assert np.max(np.abs(hist.sum(axis=1) - 1)) < 1e-9
    mean_rate = hist @ chain_rates(n) / (n + 1)  # units Gamma (n+1)^2
    cdf = hist[:, n // 2:].sum(axis=1)           # P(delay < tau)
    a = n * np.exp(-tau)
    use = (tau >= 1) & (tau <= 20)
    limit = averaged_pulse(a[use])
    pulse_error[n] = np.max(np.abs(mean_rate[use] - limit)) / limit.max()
    law_error[n] = np.max(np.abs(cdf - np.exp(-a)))
assert pulse_error[N] < 0.01 and pulse_error[N] < pulse_error[100] / 3
assert law_error[N] < 0.01 and law_error[N] < law_error[100] / 3

# --- Exact mean equation contains the photon-number variance ---
k = np.arange(N + 1)
mean_k = hist @ k
var_k = hist @ k**2 - mean_k**2
slope = np.gradient(mean_k, step)
closure = ((N - mean_k) * (mean_k + 1) - var_k) / (N + 1)
assert np.max(np.abs(slope - closure)) < 2e-3 * closure.max()

# --- Delay moments from the distribution against harmonic sums ---
j = np.arange(1, N + 1)
H1, H2 = np.sum(1 / j), np.sum(1 / j**2)
mean_delay = simpson(1 - cdf, x=tau)
var_delay = simpson(2 * tau * (1 - cdf), x=tau) - mean_delay**2
assert abs(mean_delay - H1) < 1e-5
assert abs(var_delay - (H2 + 2 * H1 / (N + 1))) < 1e-4
std_delay = np.sqrt(var_delay)
mode_delay, _ = parabolic_peak(tau, np.gradient(cdf, step))
assert abs(mode_delay - logN) < 0.03
quantiles = {}
inner = (cdf > 1e-6) & (cdf < 1 - 1e-6)
for q in (0.05, 0.5, 0.95):
    quantiles[q] = (np.interp(q, cdf[inner], tau[inner]),
                    logN - np.log(-np.log(q)))
    assert abs(quantiles[q][0] - quantiles[q][1]) < 0.03

# --- Laplace transform of the delay approaches the Gumbel transform ---
big = 10**6
kk = np.arange(big // 2)
for s in (0.5, 1.0, 2.0):
    log_product = -np.sum(np.log1p(s / (kk + 1) + s / (big - kk)))
    ratio = np.exp(log_product + s * np.log(big)) / euler_gamma_function(1 + s)
    assert abs(ratio - 1) < 2e-4

# --- Early photon statistics are geometric; first photons set the noise ---
i2 = int(round(2 / step))
p0 = np.exp(-tau[i2])
early_distance = 0.5 * np.sum(np.abs(hist[i2] - p0 * (1 - p0)**k))
assert early_distance < 0.01
waiting_var = 1 / chain_rates(N)[:N // 2]**2
early_share = waiting_var[:10].sum() / var_delay
assert early_share > 0.9

# --- Sampled photon records: random delay, nearly fixed shape ---
rng = np.random.default_rng(7)
times = np.cumsum(rng.exponential(size=(4000, N)) / chain_rates(N)[:N], axis=1)
delays = times[:, N // 2 - 1]
assert abs(delays.mean() - H1) < 5 * std_delay / np.sqrt(len(delays))
for photon in (100, 250, 750, 900):
    aligned = np.mean(times[:, photon - 1] - delays)
    assert abs(aligned - np.log(photon / (N - photon))) < 0.02
middle = times[:, 3 * N // 4 - 1] - times[:, N // 4 - 1]
middle_std_formula = np.sqrt((16 / 3 + 4 * np.log(3)) / N)
assert abs(middle.mean() - 2 * np.log(3)) < 0.01
assert abs(middle.std() / middle_std_formula - 1) < 0.06

# --- Averaged pulse: closed form against quadrature, then its peak ---
for a0 in (0.2, 0.7, 3.0):
    direct = quad(lambda w: np.exp(-w) * a0 * w / (a0 + w)**2, 0, np.inf)[0]
    assert abs(direct - averaged_pulse(a0)) < 1e-7
best = minimize_scalar(lambda x: -averaged_pulse(np.exp(x)),
                       bounds=(-4, 3), method="bounded")
avg_time, avg_peak = parabolic_peak(tau, mean_rate)
above = tau[mean_rate > avg_peak / 2]
i_lo = int(round(above[0] / step))
i_hi = int(round(above[-1] / step))
avg_rise = np.interp(avg_peak / 2, mean_rate[i_lo - 1:i_lo + 1],
                     tau[i_lo - 1:i_lo + 1])
avg_fall = np.interp(avg_peak / 2, mean_rate[i_hi:i_hi + 2][::-1],
                     tau[i_hi:i_hi + 2][::-1])
avg_width = avg_fall - avg_rise
assert avg_peak < 0.25 and avg_width > mf_width
i_peak = int(np.argmax(mean_rate))

per_ns = Gamma * 1e-9
print(f"number of molecules N: {N}")
print(f"one-molecule rate Gamma: {Gamma:.3e} 1/s")
print(f"time scale 1/(N Gamma): {1e9 / (N * Gamma):.4f} ns")
print(f"time unit 1/((N+1) Gamma): {ns:.4f} ns")
print(f"ln N: {logN:.4f}")
print(f"H_N: {H1:.4f}")
print(f"H_N^(2): {H2:.4f}")
print(f"Euler constant: {np.euler_gamma:.4f}")
print(f"pi/sqrt(6): {np.pi / np.sqrt(6):.4f}")
print(f"four-spin check, largest rate error / Gamma: {max(spin_errors):.1e}")
print(f"mean-field delay: {mf_delay * ns:.3f} ns")
print(f"mean-field full width at half maximum: {mf_width * ns:.3f} ns")
print(f"mean-field peak rate: {mf_peak * per_ns:.2f} photons/ns")
print(f"initial rate N Gamma: {N * per_ns:.3f} photons/ns")
print(f"single-run delay, mean: {mean_delay * ns:.3f} ns")
print(f"single-run delay, standard deviation: {std_delay * ns:.3f} ns")
print(f"single-run delay, relative spread: {std_delay / mean_delay:.3f}")
print(f"single-run delay, most probable: {mode_delay * ns:.3f} ns")
for q, (exact_q, gumbel_q) in quantiles.items():
    print(f"delay quantile {q:.2f}, chain: {exact_q * ns:.3f} ns, "
          f"Gumbel: {gumbel_q * ns:.3f} ns")
for n in (100, N):
    print(f"largest error of Gumbel law, N={n}: {law_error[n]:.5f}")
    print(f"largest error of averaged pulse / peak, N={n}: "
          f"{pulse_error[n]:.5f}")
print(f"distance from geometric law at tau=2: {early_distance:.4f}")
print(f"variance share of first 10 photons: {early_share:.3f}")
print("five sampled delays: "
      + ", ".join(f"{d * ns:.2f}" for d in delays[:5]) + " ns")
print(f"time from N/4 to 3N/4 photons, mean: {middle.mean() * ns:.3f} ns")
print(f"same, standard deviation sampled: {middle.std() * ns:.4f} ns")
print(f"same, standard deviation formula: {middle_std_formula * ns:.4f} ns")
print(f"averaged pulse, peak time: {avg_time * ns:.3f} ns")
print(f"averaged pulse, peak rate: "
      f"{avg_peak * (N + 1)**2 * per_ns:.2f} photons/ns")
print(f"averaged pulse, full width at half maximum: {avg_width * ns:.3f} ns")
print(f"averaged peak / mean-field peak, chain: {4 * avg_peak:.4f}")
print(f"averaged peak / mean-field peak, large N: {-4 * best.fun:.4f}")
print(f"a = N exp(-tau) at large-N averaged peak: {np.exp(best.x):.4f}")
print(f"standard deviation of k / N near averaged peak: "
      f"{np.sqrt(var_k[i_peak]) / N:.4f}")
print("verified")
```

It prints:

```
number of molecules N: 1000
one-molecule rate Gamma: 1.000e+06 1/s
time scale 1/(N Gamma): 1.0000 ns
time unit 1/((N+1) Gamma): 0.9990 ns
ln N: 6.9078
H_N: 7.4855
H_N^(2): 1.6439
Euler constant: 0.5772
pi/sqrt(6): 1.2825
four-spin check, largest rate error / Gamma: 1.8e-15
mean-field delay: 6.901 ns
mean-field full width at half maximum: 3.522 ns
mean-field peak rate: 250.50 photons/ns
initial rate N Gamma: 1.000 photons/ns
single-run delay, mean: 7.478 ns
single-run delay, standard deviation: 1.287 ns
single-run delay, relative spread: 0.172
single-run delay, most probable: 6.905 ns
delay quantile 0.05, chain: 5.794 ns, Gumbel: 5.805 ns
delay quantile 0.50, chain: 7.269 ns, Gumbel: 7.267 ns
delay quantile 0.95, chain: 9.877 ns, Gumbel: 9.868 ns
largest error of Gumbel law, N=100: 0.01027
largest error of averaged pulse / peak, N=100: 0.01405
largest error of Gumbel law, N=1000: 0.00178
largest error of averaged pulse / peak, N=1000: 0.00200
distance from geometric law at tau=2: 0.0031
variance share of first 10 photons: 0.938
five sampled delays: 7.25, 7.66, 6.18, 5.72, 6.72 ns
time from N/4 to 3N/4 photons, mean: 2.192 ns
same, standard deviation sampled: 0.0981 ns
same, standard deviation formula: 0.0985 ns
averaged pulse, peak time: 7.228 ns
averaged pulse, peak rate: 195.73 photons/ns
averaged pulse, full width at half maximum: 4.609 ns
averaged peak / mean-field peak, chain: 0.7814
averaged peak / mean-field peak, large N: 0.7828
a = N exp(-tau) at large-N averaged peak: 0.7191
standard deviation of k / N near averaged peak: 0.2322
verified
```
